\section*{Threshold switching and voltage snapback without a structural phase transition}

\section{A drop of two volts}

A device in series with a $10\,\mathrm{k\Omega}$ resistor is driven by a slowly rising source. When the source reaches $3.34\,\mathrm{V}$, the voltage across the device falls from $3.23$ to $1.13\,\mathrm{V}$, and its current jumps from $10.6$ to $220\,\mathrm{\mu A}$. Yet the conductance of this model device is a smooth function of temperature, with one formula for all temperatures. What, then, is abrupt?

The belief examined here is that such switching requires a structural phase transition. It has good reasons behind it. A sharp threshold, two very different resistances and hysteresis are also what a first-order transition can produce, and a material that changes phase under current may indeed switch. The mistake is to infer the transition from these signs alone. They can come from the balance of heating and cooling in a circuit, as the following model shows.

\section{The model and its static curve}

The device has a single uniform temperature $T$, ambient temperature $T_0$, heat capacity $C$ and thermal conductance $\Gamma$ to its surroundings. Both $C$ and $\Gamma$ are constant. Its electrical conductance is thermally activated,
\begin{equation}
G(T)=\frac{1}{R_0}\exp\left[-\theta\left(\frac1T-\frac1{T_0}\right)\right],
\qquad \theta=\frac{E_a}{k},
\end{equation}
where $E_a$ is the activation energy, $k$ is Boltzmann's constant and $R_0$ is the resistance at $T_0$. There is no dependence on field or history. We write $R=1/G$, and note that $dG/dT=\theta G/T^2$.

With device voltage $V$, Joule heating and Newton cooling give
\begin{equation}
C\frac{dT}{dt}=V^2G(T)-\Gamma(T-T_0).
\label{eq:heat}
\end{equation}
In a steady state the right side vanishes. Together with $I=VG$ this gives
\begin{equation}
V=\sqrt{\frac{\Gamma(T-T_0)}{G}},\qquad
I=\sqrt{\Gamma(T-T_0)G}.
\label{eq:static}
\end{equation}
Taking logarithms and differentiating,
\begin{align}
\frac{d\ln V}{dT}&=\frac12\left(\frac1{T-T_0}-\frac{\theta}{T^2}\right)
=\frac{1-a}{2(T-T_0)},\\
\frac{d\ln I}{dT}&=\frac12\left(\frac1{T-T_0}+\frac{\theta}{T^2}\right)
=\frac{1+a}{2(T-T_0)},
\end{align}
with the dimensionless thermal feedback
\begin{equation}
a(T)=\frac{\theta(T-T_0)}{T^2}.
\end{equation}
The current therefore rises with temperature along the whole static curve. Dividing the two derivatives and using $V/I=R$,
\begin{equation}
\frac{dV}{dI}=R\,\frac{1-a}{1+a}.
\label{eq:ndr}
\end{equation}
The differential resistance is negative when $a>1$: a small rise in current then heats the device enough to lower $R$ by a larger fraction than $I$ has grown.

The turning points satisfy $a=1$, or $T^2-\theta T+\theta T_0=0$, so
\begin{equation}
T_\mp=\frac{\theta}{2}\left(1\mp\sqrt{1-\frac{4T_0}{\theta}}\right).
\end{equation}
Two distinct real roots require $E_a>4kT_0$. The lower root is a maximum of $V$, the upper one a minimum. If $E_a\le4kT_0$, then $a$ never exceeds one and the voltage has no falling part. At $300\,\mathrm{K}$ the limit is $0.103\,\mathrm{eV}$; direct solution of the heat balance at imposed current gives no voltage fall for $0.09\,\mathrm{eV}$ and a fall for $0.12\,\mathrm{eV}$.

\section{How little heating is needed}

The example uses round parameters and represents no particular material: $T_0=300\,\mathrm{K}$, $E_a=0.30\,\mathrm{eV}$, $R_0=1000\,\mathrm{k\Omega}$, $\Gamma=1\,\mathrm{\mu W/K}$ and $C=1\,\mathrm{pJ/K}$. Then $\theta=3481\,\mathrm{K}$ and
\begin{equation}
T_-=\frac{3481\,\mathrm K}{2}
\left(1-\sqrt{1-\frac{1200}{3481}}\right)\approx332\,\mathrm K.
\end{equation}
For large $\theta/T_0$, the expansion $\sqrt{1-u}=1-u/2-u^2/8-\cdots$ with $u=4T_0/\theta$ gives $T_--T_0\approx T_0^2/\theta$. This estimate is $25.9\,\mathrm{K}$, about 18\% below the model's value of $31.6\,\mathrm{K}$.

The resistance at the maximum also has a simple form. Since $a=1$ means $\theta(T_--T_0)=T_-^2$,
\begin{equation}
\frac{R(T_-)}{R_0}
=\exp\left[-\frac{\theta(T_--T_0)}{T_0T_-}\right]
=e^{-T_-/T_0}\approx0.33.
\end{equation}
The maximum device voltage is thus
\begin{equation}
V_-=\sqrt{(31.6\,\mathrm{\mu W})(331\,\mathrm{k\Omega})}
\approx3.23\,\mathrm V.
\end{equation}
A resistance change by a factor of three, reached smoothly, is enough to end the rising part of the curve. Beyond it the static voltage falls to $2.34\,\mathrm{V}$ at $400\,\mathrm{K}$ and $1.39\,\mathrm{V}$ at $500\,\mathrm{K}$.

\section{The load turns a smooth curve into a jump}

A negative slope is not yet a jump. With a series load $R_L$ the source voltage needed to hold the device steady at temperature $T$ is
\begin{equation}
S(T)=V+R_LI=V(1+x),\qquad x=R_LG.
\end{equation}
Its slope along the static curve follows from Eq.~\eqref{eq:ndr}:
\begin{equation}
\frac{dS}{dI}=R_L-r(T),\qquad
r(T)=R\,\frac{a-1}{a+1}.
\label{eq:fold}
\end{equation}
The source voltage has a turning point, or fold, where $r(T)=R_L$.

To count the folds, note that $r$ vanishes at $T_-$ and $T_+$ and is positive between them. There,
\begin{equation}
\frac{d\ln r}{dT}=-\frac{\theta}{T^2}+\frac{2a'}{a^2-1},
\qquad a'=\frac{\theta(2T_0-T)}{T^3}.
\end{equation}
Setting the first expression to zero and multiplying by $T^2(a^2-1)/\theta$ gives
\begin{equation}
a^2=\frac{4T_0}{T}-1.
\label{eq:critical}
\end{equation}
Because $a(2T_0)=\theta/(4T_0)>1$, the temperature $2T_0$ lies between $T_-$ and $T_+$. From $T_-$ to $2T_0$ the left side of Eq.~\eqref{eq:critical} rises from $1$ to a value above $1$, while the right side falls from a value above $1$ to $1$. They cross once. Above $2T_0$, $a'<0$ and $r$ decreases. Hence $r$ has a single maximum $R_c$, and
\begin{equation}
0<R_L<R_c
\end{equation}
gives two folds: $S$ rises to a local maximum, falls to a local minimum and then rises again. Here $R_c=34.2\,\mathrm{k\Omega}$, so a $10\,\mathrm{k\Omega}$ load is suitable.

Now fix the source at $V_s$ and let the electrical response be fast, so that $V=V_s/(1+x)$ follows the temperature. Equation~\eqref{eq:heat} becomes
\begin{equation}
C\frac{dT}{dt}=\frac{G}{(1+x)^2}\left[V_s^2-S(T)^2\right],
\label{eq:flow}
\end{equation}
because $S^2G/(1+x)^2=V^2G=\Gamma(T-T_0)$ on the static curve. The device heats when $V_s>S(T)$ and cools when $V_s<S(T)$. States on the rising parts of $S$ are therefore stable, and those on the falling part are unstable.

As the source passes the local maximum of $S$, the cool steady state disappears. Equation~\eqref{eq:flow} then keeps the temperature rising until it reaches the hot branch. The source voltage is the same before and after a slow-sweep jump, so
\begin{equation}
\Delta V=-R_L\,\Delta I
=-(10\,\mathrm{k\Omega})(220.2-10.6)\,\mathrm{\mu A}
\approx-2.10\,\mathrm V.
\end{equation}
This is the opening snapback. The temperature goes from $334$ to $550\,\mathrm{K}$, and the final heating power, $1.133\,\mathrm V\times220.2\,\mathrm{\mu A}\approx250\,\mathrm{\mu W}$, matches the cooling at a rise of $250\,\mathrm{K}$. What is abrupt is the loss of a steady state, not the conductance law.

On the way down, the hot state survives until the source reaches $2.62\,\mathrm{V}$. The device then cools from $445$ to $309\,\mathrm{K}$, and its voltage rises from $1.82$ to $2.58\,\mathrm{V}$. Between the two source thresholds the state depends on history, although $R(T)$ does not.

\section{Stability and delay in numbers}

Linearizing the heat balance at fixed source gives the growth rate. Since
$d\ln[G/(1+x)^2]/dT=(\theta/T^2)(1-x)/(1+x)$,
\begin{equation}
\lambda=\frac{\Gamma}{C}\left[a\,\frac{1-x}{1+x}-1\right].
\end{equation}
At a source voltage of $2.98\,\mathrm{V}$ there are three steady states. The middle one, at $376\,\mathrm{K}$, has $a\approx1.88$ and $x\approx0.106$, so $\lambda\approx(1.52-1)/\mathrm{\mu s}=+0.52/\mathrm{\mu s}$. The cold and hot states, at $315$ and $517\,\mathrm{K}$, have negative rates of about $-0.50$ and $-1.4$ per microsecond.

The same balance produces a switching delay. Let the source exceed its turn-on value by a fraction $\delta$. At the fold temperature the heating exceeds the cooling by
\begin{equation}
\Gamma(T-T_0)\left[(1+\delta)^2-1\right].
\end{equation}
With $\Gamma(T-T_0)=34.3\,\mathrm{\mu W}$, this is $0.69\,\mathrm{\mu W}$ for $\delta=0.01$ and $7.2\,\mathrm{\mu W}$ for $\delta=0.10$, or heating rates of $0.69$ and $7.2\,\mathrm{K/\mu s}$. For small $\delta$ the device lingers near the vanished steady state: of the delays given next, about three quarters is spent within $15\,\mathrm{K}$ of the fold temperature for $\delta=0.01$, but a little under half for $\delta=0.10$. Time integration from a cold start, with a capacitance of $1\,\mathrm{pF}$ across the device, gives delays of $33.5$ and $8.2\,\mathrm{\mu s}$, measured until the device voltage drops below $2.18\,\mathrm{V}$. A delay that shortens with overvoltage is thus no proof of nucleation.

\section{When the load or the capacitance is unsuitable}

With $R_L=0$ the source fixes the device voltage, which cannot snap back. Current and temperature run away instead. Just past the maximum device voltage, the next steady state of the equations lies near $10^6\,\mathrm{K}$, which means that the model has failed long before reaching it. The load is what limits the heating in the example, and a small load limits it weakly: the hot state reached at turn-on lies at $817\,\mathrm{K}$ for $3\,\mathrm{k\Omega}$, near $1330\,\mathrm{K}$ for $1\,\mathrm{k\Omega}$ and near $10^4\,\mathrm{K}$ for $0.1\,\mathrm{k\Omega}$. The low end of the range $0<R_L<R_c$ is therefore only formal.

With $R_L>R_c$, Eq.~\eqref{eq:fold} gives $dS/dI>0$ everywhere. The device voltage still falls as the current grows past its value at $T_-$, but it does so continuously, without a jump or hysteresis, provided the parallel capacitance stays below the stability limit derived next. For $R_L=50\,\mathrm{k\Omega}$ that limit falls to about $32\,\mathrm{pF}$ near $396\,\mathrm{K}$, and $49\,\mathrm{pF}$ there gives a sustained swing of about $3\,\mathrm{V}$.

A parallel capacitance $C_p$ adds the equation
\begin{equation}
C_p\frac{dV}{dt}=\frac{V_s-V}{R_L}-VG.
\end{equation}
At a steady state $V^2\,dG/dT=\Gamma a$. The matrix for small changes of $(V,T)$ is therefore
\begin{equation}
J=\begin{pmatrix}
-(1/R_L+G)/C_p & -\Gamma a/(VC_p)\\
2VG/C & \Gamma(a-1)/C
\end{pmatrix},
\end{equation}
and its determinant is
\begin{align}
\det J&=\frac{\Gamma}{CC_p}
\left[-\left(\frac1{R_L}+G\right)(a-1)+2aG\right]\nonumber\\
&=\frac{\Gamma G(1+a)}{CC_pR_L}\,(R_L-r).
\end{align}
The folds do not move with $C_p$. Stability also needs a negative trace, however, which for $a>1$ means
\begin{equation}
C_p<\frac{C(1/R_L+G)}{\Gamma(a-1)}.
\end{equation}
At a source voltage 1\% above turn-on the limit is $160\,\mathrm{pF}$. At half this value a small temperature disturbance dies out. At twice this value the device voltage keeps swinging by $3.26\,\mathrm{V}$: the one steady state is unstable, and the capacitor repeatedly charges while the device is cool and discharges through it when hot. In each discharge the model temperature spikes to roughly $1900\,\mathrm{K}$, where constant $C$, constant $\Gamma$ and a single activation law cannot be trusted, so the size of this swing is a property of the equations only. A circuit intended to latch in the hot state must respect the limit at every source voltage at which it is to stay hot. The limit falls as the source is lowered: at $2.98\,\mathrm{V}$ the same formula gives about $127\,\mathrm{pF}$ for the hot state.

\section{What the refutation does and does not show}

The calculation refutes a claim of necessity. Within this model, activated conduction with $E_a>4kT_0$, Newton cooling, a load between zero and $R_c$ and a sufficiently small parallel capacitance together suffice for a threshold, a snapback and hysteresis. It does not identify the mechanism of a given device. A real device may heat unevenly, conduct in a field-dependent way, or change its structure at the temperatures reached here, and a phase transition may then take part in the switching or cause it.

Such a transition needs evidence of its own, for example from the structure itself. The mere existence of a current--voltage jump cannot supply it, since the smooth model has that jump too. How the threshold moves with conditions says more. With $G(T)$, $\Gamma$ and the load held fixed, the model's heating power at turn-on rises from $21\,\mathrm{\mu W}$ at an ambient of $250\,\mathrm{K}$ to $45\,\mathrm{\mu W}$ at $320\,\mathrm{K}$, whereas heating to a fixed transition temperature takes less power as the ambient rises. The full set of values is given in the numerical output.

\section*{Computed results}
\begin{verbatim}
Ambient temperature: 300 K
Activation energy: 0.30 eV
Cold resistance: 1000 kohm
Thermal conductance: 1.0 uW/K
Heat capacity: 1.0 pJ/K
Thermal time C/Gamma: 1.00 us
Load resistance: 10.0 kohm
Parallel capacitance: 1.0 pF
Activation temperature theta: 3481.4 K
Minimum activation energy 4kT0: 0.1034 eV
Control energies: 0.09 eV no voltage fall; 0.12 eV voltage fall
Device voltage-maximum temperature: 331.58 K
Estimated threshold rise kT0^2/Ea: 25.85 K
Maximum static device voltage: 3.2338 V
Current at voltage maximum: 9.766 uA
Resistance at voltage maximum: 331.1 kohm
Upper turning temperature: 3149.8 K
Formal no-load hot temperature: 1.143e+06 K
Critical load: 34.17 kohm
Temperature setting critical load: 356.07 K
Static point 310 K: V=2.6225 V, I=3.81 uA
Static point 330 K: V=3.2321 V, I=9.28 uA
Static point 360 K: V=2.9451 V, I=20.37 uA
Static point 400 K: V=2.3444 V, I=42.66 uA
Static point 500 K: V=1.3885 V, I=144.04 uA
Turn-on source voltage: 3.3355 V
Before turn-on jump, temperature: 334.28 K
Before turn-on jump, device voltage: 3.2293 V
Before turn-on jump, current: 10.62 uA
After turn-on jump, temperature: 549.56 K
After turn-on jump, device voltage: 1.1332 V
After turn-on jump, current: 220.23 uA
After turn-on jump, resistance: 5.145 kohm
Snapback voltage drop: 2.0961 V
Turn-off source voltage: 2.6156 V
Before turn-off jump, temperature: 444.67 K
Before turn-off jump, device voltage: 1.8212 V
After turn-off jump, temperature: 309.49 K
After turn-off jump, device voltage: 2.5788 V
Source voltage for stability test: 2.9755 V
cold state: T=314.73 K, growth rate=-0.5000 1/us
middle state: T=376.43 K, growth rate=0.5210 1/us
hot state: T=517.35 K, growth rate=-1.3991 1/us
Delay at 1.01 times turn-on source: 33.5 us
Delay at 1.10 times turn-on source: 8.2 us
Delay criterion, device voltage below: 2.1812 V
Transient peak voltage at 1.01 times source: 3.3343 V
Capacitance limit at 1.01 times source: 159.7 pF
Late voltage swing at half the limit: 1.3e-15 V
Late voltage swing at twice the limit: 3.256 V
\end{verbatim}
